\section*{Voigt factors in the piezoelectric d and e matrices}

\section*{Two matrices, two contractions}

\textbf{Q:} I am tabulating piezoelectric constants for a zinc-blende crystal. Both $d_{ijk}$ and $e_{ijk}$ are third-rank tensors, symmetric in their last two indices. The Voigt rule replaces the pair $23$ by $4$. So I write $d_{14}=d_{123}$ and $e_{14}=e_{123}$. The two tensors have the same shape, so they must compress in the same way.

\textbf{A:} They have the same shape, but they multiply different things. Let us first fix what the symbols mean. At constant electric field and in linear response,
\begin{equation}
P_i=d_{ijk}T_{jk},\qquad P_i=e_{ijk}S_{jk},
\label{def}
\end{equation}
where $P$ is the polarization produced by the load, $T$ the stress and $S$ the strain. Repeated indices are summed, so each right-hand side has nine terms. The strain is $S_{jk}=\tfrac12(\partial u_j/\partial x_k+\partial u_k/\partial x_j)$, with $u$ the displacement, and $T_{jk}=T_{kj}$ because we assume no body torques. How do you define the fourth Voigt components of stress and strain?

\textbf{Q:} In the usual engineering way: $T_4=T_{23}$ and $S_4=2S_{23}$. I took the 2 to be a habit of mechanical engineers.

\textbf{A:} It has a purpose. The work per volume in a small deformation is $T_{jk}\,dS_{jk}$. Its $23$ and $32$ terms are
\begin{equation}
T_{23}\,dS_{23}+T_{32}\,dS_{32}=2T_{23}\,dS_{23}=T_4\,dS_4 .
\label{work}
\end{equation}
The 2 counts the two equal terms. If work is to be a plain sum over six products, the 2 must go somewhere, and the convention puts it in the strain. Now apply a shear stress $T_{23}=T_{32}$ with all other components zero, and write out $P_1$.

\textbf{Q:} From \eqref{def},
\begin{equation}
P_1=d_{123}T_{23}+d_{132}T_{32}=2d_{123}T_{23}=2d_{123}T_4 .
\end{equation}
The matrix element is defined by $P_1=d_{14}T_4$, so
\begin{equation}
d_{14}=2d_{123}.
\label{dresult}
\end{equation}
Then my first entry is wrong. But by the same count there are two equal terms for $e$, so I should have $e_{14}=2e_{123}$ as well.

\textbf{A:} Do the count, then substitute the strain that the matrix multiplies:
\begin{equation}
P_1=e_{123}S_{23}+e_{132}S_{32}=2e_{123}S_{23}=e_{123}S_4
\quad\Longrightarrow\quad e_{14}=e_{123}.
\label{eresult}
\end{equation}
The sum gives a 2 in both cases. For $e$ it is absorbed by $S_4$; for $d$ nothing absorbs it, because $T_4$ is the bare tensor component. The same algebra holds for columns 5 and 6 and for any first index. In columns 1, 2 and 3 the pair is $11$, $22$ or $33$, which occurs once in the sum, so neither matrix has a factor. In a wurtzite crystal, for instance, $d_{15}=2d_{113}$ and $e_{15}=e_{113}$, while $d_{33}=d_{333}$ and $e_{33}=e_{333}$.

\textbf{Q:} Is there a picture for $e_{14}=e_{123}$?

\textbf{A:} Slide the crystal planes normal to axis 3 along axis 2, so that $\partial u_2/\partial x_3=\gamma$ is the one nonzero gradient. Then $S_{23}=S_{32}=\gamma/2$ and $S_4=\gamma$, the angle of shear. Equation \eqref{eresult} gives $P_1=e_{123}\gamma$, so the tensor component is the polarization per unit of a single displacement gradient. This motion also contains a small rotation. In zinc blende the rotation has no first-order effect, since there is no spontaneous polarization to turn. In wurtzite with its polar axis along 3 there is one, and the rotation turns it towards axis 2. The change of $P_2$ seen in fixed axes then exceeds the charge per area collected on electrodes attached to the crystal by $P_3\gamma$, with $P_3$ the spontaneous polarization. Half of this excess comes from the rotation; the other half, $P_3\gamma/2$, remains under a pure shear. In a polar crystal the constants should therefore be defined by the electrode charge. So defined, the single gradient and the pure shear give the same $e_{24}=e_{223}$, and the counting of factors is unchanged.

\section*{The converse effect and the elastic constants}

\textbf{Q:} I also use $d$ to find the strain in a field. Does the 2 spoil that?

\textbf{A:} It is what makes it work. At fixed temperature, and leaving out the field energy of the vacuum, let $f$ be the free energy per volume, with $df=T_J\,dS_J+E_i\,dP_i$. Define $g=f-T_JS_J-E_iP_i$. Then
\begin{equation}
dg=-S_J\,dT_J-P_i\,dE_i .
\end{equation}
The mixed second derivatives of $g$ are equal in either order, so
\begin{equation}
\frac{\partial S_4}{\partial E_1}=\frac{\partial P_1}{\partial T_4}=d_{14},
\qquad
S_{23}=\tfrac12S_4=\tfrac12d_{14}E_1=d_{123}E_1 .
\label{converse}
\end{equation}
The matrix element gives the shear angle and the tensor component gives the tensor strain. For $e$, use $h=f-E_iP_i$, with $dh=T_J\,dS_J-P_i\,dE_i$. The same argument gives $\partial T_4/\partial E_1=-\partial P_1/\partial S_4=-e_{14}$: a clamped crystal in a field develops a stress. The minus sign arises because $T_J\,dS_J$ and $P_i\,dE_i$ enter $dh$ with opposite signs.

\textbf{Q:} Could I define $S_4=S_{23}$ and be rid of the trouble?

\textbf{A:} You would move it. Then $e_{14}=2e_{123}$, which does match $d_{14}=2d_{123}$. But the field would produce $S_4=d_{123}E_1$, so the matrix for the direct effect would no longer serve for the converse one. The stiffness matrix would change too, with $c_{44}=2c_{2323}$. The factors belong to the convention, and a table of constants has to be read with the convention it was made for.

\textbf{Q:} And with engineering strains, what is $c_{44}$?

\textbf{A:} Take a cubic crystal, in which the shear $23$ is elastically separate from the other strains. At constant field,
\begin{align}
T_{23}&=c_{2323}S_{23}+c_{2332}S_{32}=2c_{2323}S_{23}=c_{2323}S_4,\\
S_4&=2S_{23}=2\left(s_{2323}T_{23}+s_{2332}T_{32}\right)=4s_{2323}T_4 .
\end{align}
So $c_{44}=c_{2323}$ but $s_{44}=4s_{2323}$. The compliance takes one 2 from the sum over stress and another from the definition of strain.

These factors combine in the relation between $e$ and $d$. In matrix form, $P_i=d_{iJ}T_J=d_{iJ}c_{JK}S_K$, so $e_{iK}=d_{iJ}c_{JK}$ with no extra factors. In our cubic case,
\begin{equation}
e_{14}=d_{14}c_{44},\qquad
e_{123}=d_{123}c_{2323}+d_{132}c_{3223}=2c_{2323}d_{123}.
\label{ed}
\end{equation}
The two statements agree: put $d_{14}=2d_{123}$ into the first and the second appears. Your original pair of entries would make them contradict each other by a factor of 2.

\section*{A crystal small enough to solve}

\textbf{Q:} All this is bookkeeping. I would like to see the 2 come out of a crystal that knows nothing of Voigt.

\textbf{A:} Take a zinc-blende lattice with lattice constant 1 and cell volume $V=1/4$, in dimensionless units. An atom has four bonds $\mathbf R_s=\tfrac14(1,1,1)$, $\tfrac14(1,-1,-1)$, $\tfrac14(-1,1,-1)$, $\tfrac14(-1,-1,1)$. After deformation they become $\mathbf r_s$. Let the energy per cell be
\begin{equation}
U=k_s\sum_s\left(r_s^2-R_s^2\right)^2+k_b\sum_{s<t}\left(\mathbf r_s\cdot\mathbf r_t-\mathbf R_s\cdot\mathbf R_t\right)^2 .
\end{equation}
It depends on dot products alone, so a rotation costs nothing. The neighbours carry charge $q=1$ and the central atom $-q$.

Apply a shear $S_{23}=S_{32}=\gamma/2$ and let the positive neighbours shift by $w$ along axis 1 relative to the central atoms, in addition to the strain. No other strain or shift joins in at this order. A half-turn about axis 1 reverses $S_{12}$, $S_{13}$ and the other two shifts but keeps $\gamma$ and $w$. A half-turn about axis 2 reverses $\gamma$ and $w$ but keeps the axial strains. Cross terms in the quadratic energy are thus forbidden.

To first order, each dot product changes by
\begin{equation}
\delta_{st}=\gamma\left(R_{s2}R_{t3}+R_{s3}R_{t2}\right)+w\left(R_{s1}+R_{t1}\right).
\end{equation}
For $s=t$ this is $\pm(\gamma/8+w/2)$, for all four bonds. For the pairs $(1,2)$ and $(3,4)$ it is $\pm(w/2-\gamma/8)$. For the other four pairs it vanishes. Hence
\begin{equation}
U=4k_s\left(\frac{\gamma}{8}+\frac w2\right)^2+2k_b\left(\frac w2-\frac{\gamma}{8}\right)^2
=k_sa^2+\tfrac12k_bb^2,
\end{equation}
with $a=w+\gamma/4$ and $b=w-\gamma/4$. The undeformed bonds sum to zero, and so do the uniformly strained ones, so the polarization comes from the shift: $P_1=qw/V=4w$.

\textbf{Q:} For $e$ I hold $\gamma$ fixed and minimize over $w$:
\begin{equation}
2k_s\left(w+\frac{\gamma}{4}\right)+k_b\left(w-\frac{\gamma}{4}\right)=0
\;\Longrightarrow\;
P_1=4w=-\frac{2k_s-k_b}{2k_s+k_b}\,\gamma .
\end{equation}
With $k_s=1$ and $k_b=0.3$ this is $-(1.7/2.3)\gamma=-0.739\,\gamma$.

\textbf{A:} Since $\gamma=S_4$, that number is $e_{14}$. A separate calculation with the single gradient $\partial u_2/\partial x_3$, rotation included, gives $e_{123}=-0.739$ too. For $d$, apply a stress $\tau=T_{23}$ and a field $E_1$. By \eqref{work} the stress does work $V\tau\gamma$ per cell, and the field does work $qwE_1$. Since $\gamma=2(a-b)$ and $w=(a+b)/2$, we minimize
\begin{equation}
k_sa^2+\tfrac12k_bb^2-\tfrac12\tau(a-b)-\tfrac12E_1(a+b),
\end{equation}
which gives
\begin{equation}
a=\frac{\tau+E_1}{4k_s},\qquad b=\frac{E_1-\tau}{2k_b}.
\end{equation}

\textbf{Q:} With stress alone, $a=0.25\tau$ and $b=-1.667\tau$. Then $P_1=2(a+b)=-2.833\,\tau$, so $d_{14}=-2.833$. With field alone, $a=0.25E_1$ and $b=1.667E_1$, so the tensor strain is $S_{23}=\gamma/2=a-b=-1.417E_1$, and $d_{123}=-1.417$. The ratio is 2.

\textbf{A:} And under stress alone $\gamma=2(a-b)=3.833\,\tau$, so $c_{44}=1/3.833=0.261$. The product $d_{14}c_{44}=-0.739$ returns $e_{14}$. The signs depend on the spring constants and on which sublattice was made positive; exchanging the charges reverses $d$ and $e$ together.

\section*{A CdTe plate}

\textbf{Q:} What does the mistake cost in a real material?

\textbf{A:} Take CdTe near room temperature. Its zinc-blende symmetry leaves one piezoelectric constant, which isolates the factor. Rough typical values are $|e_{14}|=3\ \mu\mathrm{C/cm^2}$ ($0.03\ \mathrm{C/m^2}$) and $c_{44}=20$ GPa. I use the magnitude, as the sign depends on the choice of axes. From \eqref{ed},
\begin{equation}
d_{14}=\frac{e_{14}}{c_{44}}=\frac{0.03\ \mathrm{C/m^2}}{20\times10^{9}\ \mathrm{Pa}}=1.5\ \mathrm{pm/V},\qquad d_{123}=0.75\ \mathrm{pm/V}.
\end{equation}
Put a free plate with shorted electrodes under a shear stress $T_4=2$ MPa. The strain is $S_4=T_4/c_{44}=1.0\times10^{-4}$, and
\begin{equation}
P_1=e_{14}S_4=3\times1.0\times10^{-4}\ \mu\mathrm{C/cm^2}=3.0\times10^{-4}\ \mu\mathrm{C/cm^2}.
\end{equation}
The product $d_{14}T_4$ gives the same. Using $d_{123}T_4$ would give $1.5\times10^{-4}$, and using $2e_{123}S_4$ would give $6.0\times10^{-4}\ \mu\mathrm{C/cm^2}$. In a field of 0.01 MV/cm along axis 1, the shear angle is $d_{14}E_1=1.5$ microradian. Holding such a field needs semi-insulating material: at $10^9\ \Omega$ cm the leakage heating is negligible, but at $10^4\ \Omega$ cm the centre of a 0.5 mm plate with cooled faces would warm by about 50 K.

\textbf{Q:} If I stay with matrices throughout, can I forget the tensors?

\textbf{A:} Until you rotate the axes. The rotation law with one direction cosine per index belongs to tensors; the matrices can be rotated too, but by a different law that carries the Voigt factors. Consider a plate cut normal to $[111]$. Half-turns about the cube axes remove every component in which 1, 2 and 3 do not each appear once. The threefold axis and the symmetry in $jk$ make the remaining six equal. With $n_i=1/\sqrt3$ along the plate normal,
\begin{align}
d'_{33}&=d_{ijk}n_in_jn_k=\frac{6d_{123}}{3\sqrt3}=\frac{2d_{123}}{\sqrt3}=\frac{d_{14}}{\sqrt3},\\
e'_{33}&=\frac{6e_{123}}{3\sqrt3}=\frac{2e_{14}}{\sqrt3}.
\end{align}

\textbf{Q:} So the coefficients differ by 2, although column 3 has no Voigt factor.

\textbf{A:} Yes, the 2 entered through the original shear columns 4, 5 and 6, which contribute one third each. For CdTe, $d'_{33}=0.87$ pm/V and $e'_{33}=3.5\ \mu\mathrm{C/cm^2}$. A tension of 2 MPa along $[111]$ gives a polarization of $1.7\times10^{-4}\ \mu\mathrm{C/cm^2}$. If you insert $d_{14}$ where $d_{123}$ belongs, you get 1.7 pm/V and $3.5\times10^{-4}\ \mu\mathrm{C/cm^2}$, twice too much.

\textbf{Q:} Are other errors in this estimate as large as that?

\textbf{A:} Not among those I can size for a free plate, again with rough inputs. If the value of $c_{44}$ was measured with open electrodes, then $0=e_{14}S_4+\varepsilon E_1$ in that measurement, and the resulting field raised $c_{44}$ by the fraction $e_{14}^2/(\varepsilon c_{44})$, about 0.05\% for a relative permittivity of 10. This holds for electrodes normal to axis 1 and a measurement faster than leakage through the crystal; a shear wave along a cube axis is not stiffened at all. A second-order coefficient of assumed size $300\ \mu\mathrm{C/cm^2}$, with a stray axial strain of $10^{-4}$, shifts $e_{14}$ by 1\%. A drift of $c_{44}$ by 0.02\% per kelvin gives 1\% over 50 K; over the same range a thermal expansion of roughly $5\times10^{-6}$ per kelvin, acting through second-order coefficients of the assumed size, shifts $e_{14}$ by a few percent. The axial strain scale of the Maxwell stress, $\varepsilon E_1^2/c_{44}$, is 0.3\% of the shear angle. The load is 20\% of an assumed flow stress of 10 MPa, and the field 10\% of an assumed breakdown field of 0.1 MV/cm. The first figure is only a rough guide: if the flow stress was measured in tension or compression, the true margin in shear depends on the crystal orientation in that test. The rough inputs matter more: at fixed $c_{44}$, a 10\% error in $e_{14}$ is a 10\% error in $d_{14}$.

Mounting can matter more still. If a rigid substrate blocks the in-plane shear of a thin film whose normal is axis 1, then $S_4=0$. The 1.5 microradian disappears, and the field produces the stress $-e_{14}E_1$ instead. In such a film $e_{14}$ need not be the bulk value: with the second-order coefficient assumed above, a misfit strain of 0.1\% changes it by about 10\%, and one of 1\% by about its own size. The numerical output below lists the inputs and results.

\textbf{Q:} Then I shall correct the table to $d_{14}=2d_{123}$, leave $e_{14}=e_{123}$, and state beside it that $S_4=2S_{23}$.

\section*{Computed values}
\begin{verbatim}
MODEL CRYSTAL (dimensionless)
e123 from one displacement gradient: -0.739130
e14 from pure shear, S4 = 1: -0.739130
d123 from tensor strain in field: -1.416667
d14 from shear stress, T4 = 1: -2.833333
c44: 0.260870
ratios e14/e123, d14/d123: 1.00000, 2.00000
[111] d33/d14, e33/e14: 0.57735, 1.15470
s44/s2323, random crystal: 4.00000
CdTe PLATE, rough inputs
e14 = e123: 3.00 uC/cm2 = 0.030 C/m2
c11, c12, c44: 54, 37, 20 GPa
relative permittivity: 10
stress: 2.0 MPa; field: 0.010 MV/cm
CdTe PLATE, results
d14: 1.500 pm/V; d123: 0.750 pm/V
shear S4 under stress: 1.000e-04; S23: 5.000e-05
P1 by d road: 3.000e-04 uC/cm2
P1 by e road: 3.000e-04 uC/cm2
wrong P1, d123*T4: 1.500e-04 uC/cm2
wrong P1, 2*e123*S4: 6.000e-04 uC/cm2
shear angle S4 in field: 1.500 microrad
tensor strain S23 in field: 7.500e-07
[111] d33: 0.866 pm/V; wrong: 1.732 pm/V
[111] e33: 3.464 uC/cm2
[111] P under stress: 1.732e-04 uC/cm2
[111] wrong P: 3.464e-04 uC/cm2
NEGLECTED EFFECTS, rough inputs
piezoelectric stiffening of c44: 0.051 %
plastic flow stress: 10 MPa; used: 20 %
breakdown field: 0.10 MV/cm; used: 10 %
Maxwell-stress axial strain scale: 4.43e-09
  relative to S4 in field: 0.30 %
second-order e coefficient: 300 uC/cm2
stray axial strain: 1.0e-04; change of e14: 1.0 %
c44 slope: 0.020 %/K; over 50 K: 1.0 %
resistivity: 1.0e+09 ohm cm; thickness: 0.5 mm
thermal conductivity: 0.06 W/(cm K)
leakage heat: 0.10 W/cm3; centre warmer by 5.2e-04 K
\end{verbatim}
